# Finite-grid error of the classical harmonic free energy of a crystal, part 1

(Sections cited here and not found follow in the second part.)

**Problem: the zero-mode error of the classical harmonic free energy on an $N^3$ grid**

A three-dimensional crystal has primitive cell volume $\Omega$, reciprocal basis $\mathbf b_i$ and $n_a$ atoms per cell. Its mass-weighted dynamical matrix $D(\mathbf q)$ is Hermitian, obeys $D(-\mathbf q)=D(\mathbf q)^*$, and has eigenvalues $\omega_s^2(\mathbf q)$. The force constants are finite-ranged or decay exponentially, so $D$ is analytic in $\mathbf q$. The crystal is stable: $\det D>0$ except at reciprocal lattice vectors, where exactly three eigenvalues vanish, and all sound speeds are positive. Hartree atomic units are used, $\hbar=1$, $\beta=1/k_BT$. A periodic supercell of $N^3$ cells admits the wave vectors $\mathbf q=\sum_i n_i\mathbf b_i/N$, a grid that contains $\Gamma$. The program that checks the results is printed after the text with its output.

**(a) Find the classical free energy of one mode and write the free energy per cell, $f$ for the infinite crystal and $f_N$ for the grid. Evaluate $f_N-f$ exactly for a chain with $\omega=2\omega_0|\sin\pi x|$, where $x$ is the wave vector in units of the reciprocal vector.**

*Solution.* With phase-space measure $dp\,dx/2\pi$, two Gaussian integrals give
$$\frac1{2\pi}\int dp\,dx\,e^{-\beta(p^2+\omega^2x^2)/2}=\frac1{2\pi}\sqrt{\frac{2\pi}{\beta}}\sqrt{\frac{2\pi}{\beta\omega^2}}=\frac1{\beta\omega},$$
so a mode contributes $k_BT\ln\beta\omega$. Summing over branches,
$$g(\mathbf q)=\sum_s\ln\beta\omega_s=\tfrac12\ln\det\beta^2D(\mathbf q),\qquad f=k_BT\langle g\rangle_{\rm BZ}.$$
At $\Gamma$ three modes are rigid translations with no restoring force, and their logarithm diverges. They are dropped and the optical modes at $\Gamma$ are kept:
$$f_N=\frac{k_BT}{N^3}\Big[\sum_{\mathbf q\neq0}g(\mathbf q)+g_{\rm opt}\Big],\qquad g_{\rm opt}=\sum_{s\ \rm optical}\ln\beta\omega_s(0).$$

For the chain, factor $z^N-1=\prod_{n=0}^{N-1}(z-e^{2\pi in/N})$, divide by $z-1$ and let $z\to1$; the left side $1+z+\dots+z^{N-1}$ tends to $N$. Since $|1-e^{i\theta}|=2|\sin(\theta/2)|$, this gives $\prod_{n=1}^{N-1}2\sin(\pi n/N)=N$. The zone average of $\ln 2|\sin\pi x|$ is zero, because $\ln|1-e^{i\theta}|=-\sum_{j\ge1}\cos(j\theta)/j$ has no constant term. Then $f=k_BT\ln\beta\omega_0$, while $f_N=k_BT[(N-1)\ln\beta\omega_0+\ln N]/N$, so
$$f_N-f=\frac{k_BT}{N}\,[\ln N-\ln\beta\omega_0].$$
The error has a logarithm and a constant of the same order in $1/N$. The program tests the product.

**(b) Find the form of $g$ near $\Gamma$ and the order of the remainder.**

*Solution.* Choose a real orthonormal basis made of the three translations (label $a$) and their complement (label $o$). $D(0)$ annihilates translations, so $D_{aa}(0)=0$ and $D_{ao}(0)=0$, hence $D_{ao}=O(q)$, while $D_{oo}(0)>0$. The term of $D_{aa}$ linear in $\mathbf q$ is imaginary, by $D(-\mathbf q)=D^*$, and Hermitian, so it is $i$ times a real antisymmetric matrix, whose eigenvalues come in pairs $\pm\mu$. A nonzero pair would make $D_{aa}$ indefinite at small $q$, which $D\ge0$ forbids. So $D_{aa}=O(q^2)$.

Subtracting $D_{ao}D_{oo}^{-1}$ times the lower block row from the upper one leaves the determinant unchanged and makes the matrix block triangular:
$$\det D=\det D_{oo}\,\det\big(D_{aa}-D_{ao}D_{oo}^{-1}D_{oa}\big).$$
The second matrix starts at order $q^2$ with
$$A(\mathbf q)=D^{(2)}_{aa}-D^{(1)}_{ao}D_{oo}(0)^{-1}D^{(1)}_{oa},$$
where superscripts give the degree in $\mathbf q$. Minimizing the energy over the optical amplitude, $w=-D_{oo}^{-1}D_{oa}u$, produces the same subtraction, so $A$ is the acoustic matrix with relaxed internal coordinates. Its eigenvalues are $q^2c_s^2(\hat{\mathbf q})$.

The determinant is analytic, and it is even because $\det D(-\mathbf q)=\det D^*=\det D^{T}=\det D$. Therefore $\det D=P_6+P_8+\dots$ in homogeneous polynomials, with $P_6=\det D_{oo}(0)\det A>0$ for $\mathbf q\ne0$. Define $\bar c$ and $a$ by the angular average
$$3\ln\bar c=\Big\langle\sum_s\ln c_s\Big\rangle_{\hat{\mathbf q}},\qquad a(\hat{\mathbf q})=\sum_s\ln c_s-3\ln\bar c,\qquad\langle a\rangle=0 .$$
Taking half the logarithm of $\beta^{6n_a}\det D$,
$$g=g_{\rm opt}+g_0+g_{\rm rem},\qquad g_0=3\ln(\beta\bar c\,|\mathbf q|)+a(\hat{\mathbf q}),$$
$$g_{\rm rem}=\tfrac12\ln\Big(1+\frac{P_8}{P_6}+\dots\Big)=g_2+g_4+\dots,\qquad g_2=\frac{P_8}{2P_6}.$$
Each $g_p$ is homogeneous of degree $p$ and smooth away from the origin, and $g_{\rm rem}$ is $q^2$ times a smooth function of $|\mathbf q|$ and $\hat{\mathbf q}$.

The program tests this on a diamond-structure model with first- and second-neighbour springs of $0.02$ and $0.005$ hartree/bohr². At a small $\mathbf q$ the gap $g-g_{\rm opt}-g_0$ is $6.335\times10^{-5}$ and falls to $1.585\times10^{-5}$ when $\mathbf q$ is halved, the factor 4 of a $q^2$ remainder. With the relaxation term left out the gap is $-0.410$. In a polar crystal the dipole forces make $D$ direction-dependent as $\mathbf q\to0$, $D_{oo}(0)$ is not unique, and this part does not apply as written.

**(c) Put $\mathbf q=\kappa\mathbf y/N$ with $\kappa=2\pi/\Omega^{1/3}$. For a smooth cutoff $\chi$ with $0\le\chi\le1$, equal to 1 near the origin and 0 outside a ball, define**
$$Z_\rho[u]=\sum_{\mathbf y\neq0}u(\mathbf y)\chi(\mathbf y/\rho)-\int u(\mathbf y)\chi(\mathbf y/\rho)\,d^3y .$$
**Show that $Z[u]=\lim_{\rho\to\infty}Z_\rho[u]$ exists for homogeneous $u$ and for $\ln|\mathbf y|$, find $Z[1]$, and bound $Z_N$ of the remainder.**

*Solution.* The points $\mathbf y$ form the lattice $L$ spanned by $\mathbf b_i/\kappa$. Its cell has unit volume, since the zone volume is $(2\pi)^3/\Omega=\kappa^3$. The dual points, with $e^{2\pi i\mathbf y\cdot\mathbf r}=1$, are $\mathbf r=\mathbf R/\Omega^{1/3}$ for direct lattice vectors $\mathbf R$.

The function $\sum_{\mathbf y}\phi(\mathbf x+\mathbf y)$ is periodic, and its Fourier coefficients are $\hat\phi(\mathbf r)=\int\phi\,e^{-2\pi i\mathbf y\cdot\mathbf r}d^3y$, because the integrals over one cell join into an integral over all space. Setting $\mathbf x=0$ gives Poisson's formula $\sum_{\mathbf y}\phi=\sum_{\mathbf r}\hat\phi(\mathbf r)$, whose $\mathbf r=0$ term is $\int\phi$.

Let $\phi(\mathbf y)=\psi(\mathbf y/s)$ with $\psi$ smooth and of bounded support. Then $\hat\phi(\mathbf r)=s^3\hat\psi(s\mathbf r)$. Integrating by parts $2j$ times gives $|\hat\psi(\mathbf k)|\le\int|\nabla^{2j}\psi|\,d^3x/(2\pi|\mathbf k|)^{2j}$, with $\nabla^{2j}$ the $j$-th power of the Laplacian, and $\sum_{\mathbf r\ne0}r^{-2j}$ converges for $j\ge2$. Hence
$$\Big|\sum_{\mathbf y}\psi(\mathbf y/s)-\int\psi(\mathbf y/s)\,d^3y\Big|\le C_j\,s^{3-2j}\quad\text{for every }j\ge2.\tag{1}$$

Let $u$ be homogeneous of degree $p\ge0$ and smooth away from the origin. Compare $Z_\rho$ with $Z_{\rho'}$, $\rho\le\rho'\le2\rho$, where the second may use another cutoff $\chi'$. The difference is sum minus integral of $\rho^p\psi(\mathbf y/\rho)$ with $\psi(\mathbf x)=u(\mathbf x)[\chi'(\mathbf x\rho/\rho')-\chi(\mathbf x)]$. The bracket vanishes near the origin, so $\psi$ is smooth and (1) bounds the difference by $C\rho^{\,p+3-2j}$. Summed over $\rho,2\rho,4\rho,\dots$ this is a geometric series. The limit exists, does not depend on $\chi$, and is approached faster than any power of $1/\rho$. For $\ln|\mathbf y|=\ln\rho+\ln|\mathbf x|$ the bound gains only a factor $\ln\rho$. For $u=1$, (1) applies to $\chi$ itself, and the sum lacks the term $\chi(0)=1$:
$$Z[1]=-1 .$$

For the remainder $g_{\rm rem}(\kappa\mathbf y/N)$ write, for $\mathbf y\ne0$, $\chi(\mathbf y/N)=\sum_{\nu\ge0}\eta(\mathbf y/s_\nu)$ with $\eta(\mathbf x)=\chi(\mathbf x)-\chi(2\mathbf x)$ and $s_\nu=N/2^\nu$; the sum telescopes. On the shell of scale $s$ the summand is $(s/N)^2\psi_\nu(\mathbf y/s)$, and by (b) the derivatives of $\psi_\nu$ are bounded uniformly in $\nu$ and $N$. With $j=3$, a shell with $s\ge1$ contributes at most $C/(sN^2)$, and these add up to $O(N^{-2})$. The shells with $s<1$ lie in a fixed ball with a fixed number of lattice points, where the function is $O(N^{-2})$. So $Z_N[g_{\rm rem}]=O(N^{-2})$. Splitting off $g_2,g_4,\dots$ and repeating the argument gives the series $c_2N^{-2}+c_4N^{-4}+\dots$ with $c_p=\kappa^pZ[g_p]$ and no logarithms.

**(d) Derive $f_N-f$ through order $N^{-3}$ and interpret it.**

*Solution.* Use $\mathbf X=\mathbf q/\kappa=\mathbf y/N$, in which $g$ has the periods of $L$ and the zone has unit volume. Take $\chi$ supported in a ball inside the zone, repeat it periodically, and split $g=(1-\chi)g+\chi g$.

The first piece is smooth and periodic, with Fourier coefficients $G_{\mathbf r}$ that fall faster than any power. The grid average of $e^{2\pi i\mathbf r\cdot\mathbf y/N}$ is a product of three geometric sums, equal to 1 if $\mathbf r/N$ is a dual point and 0 otherwise. The grid error is then $\sum_{\mathbf r\neq0}G_{N\mathbf r}$, smaller than any power of $1/N$. This piece vanishes at $\Gamma$, so the missing point costs nothing.

For the second piece $d^3X=d^3y/N^3$, so sum minus integral is $N^{-3}Z_N[g(\kappa\mathbf y/N)]$. Adding the retained optical modes,
$$\frac{N^3(f_N-f)}{k_BT}=g_{\rm opt}+Z_N[g_{\rm opt}+g_0+g_{\rm rem}]+O(N^{-J})\quad\text{for any }J.$$
In the variable $\mathbf y$,
$$g_0=3\ln(\beta\bar c\kappa)-3\ln N+3\ln|\mathbf y|+a(\hat{\mathbf y}).$$
$Z$ is linear and $Z[1]=-1$, so every constant changes sign. The term $-g_{\rm opt}$ cancels the retained optical modes, and
$$f_N-f=\frac{k_BT}{N^3}\,[\,3\ln N+C\,]+O(N^{-5}),\qquad C=-3\ln(\beta\bar c\kappa)+3\lambda+\alpha,\tag{2}$$
with $\lambda=Z[\ln|\mathbf y|]$ and $\alpha=Z[a]$.

The coefficient 3 counts the acoustic branches and holds for every crystal that meets the assumptions; $3\ln N$ is the logarithm of the number of cells. The sign is positive at large $N$ because the region around $\Gamma$ that the grid leaves out holds frequencies of order $\bar c\kappa/N$, whose logarithm is large and negative. The constant is of the same order $N^{-3}$, so removing the logarithm alone does not raise the order of the error. The energy follows from $\partial(\beta f)/\partial\beta$; only $-3\ln\beta$ depends on $\beta$, which gives an energy error $-3k_BT/N^3$, the equipartition energy of three missing oscillators. The logarithm therefore sits in the entropy. A further zero of $\det D$, such as a soft mode, brings its own singularity and its own term.

The quantum free energy per mode is $k_BT\ln[2\sinh(\beta\omega/2)]=k_BT[\ln\beta\omega+h(\beta^2\omega^2)]$, where $h=\ln[\sinh(\beta\omega/2)/(\beta\omega/2)]$ is analytic in $\omega^2$ for $\omega^2\ge0$ and $h(0)=0$. The extra term ${\rm tr}\,h(\beta^2D)$ is smooth and periodic and the dropped modes add nothing to it, so (2) also holds as $N\to\infty$ at fixed $T$. The grid must resolve $h$, whose nearest singularities lie at $\beta\omega=\pm2\pi i$, where $\sinh(\beta\omega/2)$ vanishes. For an acoustic branch of speed $c_s$ this puts the singularity at an imaginary wave vector of size about $2\pi/\beta c_s$, nearest the real axis for the fastest branch. The step to compare with $2\pi$ is therefore $\beta c_{\max}\kappa/N$, with $c_{\max}$ the largest sound speed; the mean $\bar c$ can stand in for it only when the speeds are of similar size. The step must be small against $2\pi$, and (2) fails once it is large on that scale, so the limit is not uniform as $T\to0$.

**(e) Express $\lambda$ as rapidly convergent sums.**

*Solution.* For $s>0$, $\ln s=\int_0^\infty(e^{-\tau}-e^{-\tau s})\,d\tau/\tau$, since both sides vanish at $s=1$ and have derivative $1/s$. With $\tau=\pi t$, $s=y^2$, and finite $\rho$,
$$Z_\rho[\ln y^2]=\int_0^\infty\frac{dt}{t}\Big(e^{-\pi t}Z_\rho[1]-Z_\rho[e^{-\pi ty^2}]\Big).$$
The limit $\rho\to\infty$ passes under the integral if the bracket over $t$ has an integrable bound independent of $\rho$. For $t\ge1$, $|Z_\rho[e^{-\pi ty^2}]|\le\sum_{\mathbf y\ne0}e^{-\pi ty^2}+t^{-3/2}$. For $t\le1$ the bracket is $(e^{-\pi t}-1)Z_\rho[1]+Z_\rho[1-e^{-\pi ty^2}]$. On a shell of scale $s$ the function $1-e^{-\pi ts^2x^2}$ and its $x$-derivatives are bounded by $Cts^2$, so the shell argument of (c), with $t$ in place of $N^{-2}$, bounds the bracket by $Ct$.

Let $\theta(t)=\sum_{\mathbf y}e^{-\pi ty^2}$. The Gaussian has the transform $t^{-3/2}e^{-\pi r^2/t}$, so $Z[e^{-\pi ty^2}]=\theta-1-t^{-3/2}$, and Poisson's formula gives $\theta-t^{-3/2}=t^{-3/2}\sum_{\mathbf r\ne0}e^{-\pi r^2/t}$. Then
$$2\lambda=\int_0^1\frac{dt}t\Big[1-e^{-\pi t}-t^{-3/2}\sum_{\mathbf r\ne0}e^{-\pi r^2/t}\Big]+\int_1^\infty\frac{dt}t\Big[-e^{-\pi t}-\sum_{\mathbf y\ne0}e^{-\pi ty^2}+t^{-3/2}\Big].$$
Four integrals are needed. First, $\int_1^\infty t^{-5/2}dt=2/3$. Second, $\int_1^\infty e^{-zt}dt/t=E_1(z)$ by definition. Third, $v=1/t$ gives $\int_0^1t^{-5/2}e^{-z/t}dt=\int_1^\infty v^{1/2}e^{-zv}dv=z^{-3/2}\Gamma(\tfrac32,z)$, with the upper incomplete gamma function. Fourth, $I(b)=\int_0^1(1-e^{-bt})dt/t-\int_1^\infty e^{-bt}dt/t$ has $I'(b)=\int_0^\infty e^{-bt}dt=1/b$, and integrating each part by parts at $b=1$, where the boundary terms vanish, gives $I(1)=-\int_0^\infty e^{-t}\ln t\,dt=-\Gamma'(1)=\gamma$, so $I(\pi)=\gamma+\ln\pi$. Collecting,
$$\lambda=\tfrac12\Big[\gamma+\ln\pi+\tfrac23-\sum_{\mathbf y\ne0}E_1(\pi y^2)-\sum_{\mathbf r\ne0}(\pi r^2)^{-3/2}\,\Gamma(\tfrac32,\pi r^2)\Big].\tag3$$
It depends only on the shape of the lattice. For an fcc crystal (3) gives $1.1376262$, and a direct sum minus integral with a Gaussian-type cutoff gives $1.1376261$, a tested agreement. For simple cubic (3) gives $1.1109537$.

The grid error through order $N^{-3}$ is now given by (2), and its lattice constant $\lambda$ by the rapidly convergent sums (3). What remains is to evaluate the anisotropy constant $\alpha$ in the same way, to find the zero-mode frequency that removes the $N^{-3}$ error and compare it with a sphere average and a shifted grid, and to test the result on an fcc model.

Numbers in the example were calculated in double precision.
